The Gordon decomposition of the Dirac current and its diamagnetic part

Q: In non-relativistic theory the current contains a term proportional to the vector potential, and we call it diamagnetic. The Dirac current contains no such term. Where has it gone?

A: First we need the current. Take an electron of charge q = −e in given potentials φ and A, in Gaussian units, with

iħ ∂ₜψ = [c α·π + βmc² + qφ] ψ, π = p − (q/c)A, p = −iħ∇.

The matrices αₖ and β are Hermitian, square to 1 and anticommute with one another. A enters the Hamiltonian through −qα·A alone. The coupling energy density of a current to A is −j·A/c, so

j = qc ψ†αψ. (1)

You are right that A is not visible here. It acts through ψ, which obeys an equation containing A.

Q: One could reply that a magnetic field mixes negative-energy states into ψ, and that this mixing is the diamagnetism. Can you avoid that?

A: For identifying the term, yes. We use the Dirac equation to rewrite (1) before doing any perturbation theory. Isolate the mass term and multiply by β, using β² = 1:

ψ = (β/mc²)(iħ∂ₜ − qφ − cα·π) ψ.

Insert this for the right-hand ψ in ψ†αₖψ, and use αₖβ = −βαₖ:

ψ†αₖψ = −(1/mc²) ψ†βαₖ(iħ∂ₜ − qφ)ψ + (1/mc) ψ†βαₖαₗπₗψ. (2)

Repeated indices are summed. The left side is real because αₖ is Hermitian, so we may take the real part of each term on the right.

Q: What does the product αₖαₗ give?

A: It splits into a symmetric and an antisymmetric part,

αₖαₗ = δₖₗ + iεₖₗₘΣₘ,

where Σ carries the Pauli matrices on both the upper and the lower pair of components. The δ part gives (1/mc) Re ψ†βπₖψ. The ε part is

(1/mc) εₖₗₘ Re[i ψ†βΣₘ(−iħ∂ₗ − (q/c)Aₗ)ψ].

β and Σₘ commute, so βΣₘ is Hermitian and ψ†βΣₘψ is real. The A term is i times a real number and drops out. In the gradient term i(−iħ) = ħ, and for a Hermitian matrix Re ψ†βΣₘ∂ₗψ = ½∂ₗ(ψ†βΣₘψ). The ε part is therefore

(ħ/2mc) εₖₗₘ ∂ₗ(ψ†βΣₘψ) = (ħ/2mc) [∇×(ψ†βΣψ)]ₖ.

Q: And the first term of (2), with φ in it?

A: Here (βαₖ)† = αₖβ = −βαₖ, so βαₖ is anti-Hermitian and ψ†βαₖψ is imaginary. The φ term has no real part. The matrix iβαₖ is Hermitian, so what remains is

−(ħ/mc²) Re ψ†(iβαₖ)∂ₜψ = −(ħ/2mc²) ∂ₜ(ψ†iβαₖψ).

Multiplying all three pieces by qc gives the Gordon decomposition:

j = (q/m) Re ψ†βπψ + c∇×M + ∂ₜP, (3)

M = (qħ/2mc) ψ†βΣψ,

P = −(qħ/2mc) ψ†iβαψ.

The first term is the convection current, charge times π/m with the weight β; for a slow electron π/m is the velocity. The second is the current of a magnetisation. For an electron at rest, M integrated over space is opposite to the spin, since q = −e, and has the size of one Bohr magneton, μ_B = eħ/2mc. The third is the current of a changing electric polarisation.

Q: Did the φ step need anything special about the potential?

A: It used the fact that qφ is a real number at each point, multiplying the unit matrix. Suppose qφ is replaced by a non-local operator K, such as the exchange operator of a mean-field theory. Then (2) contains +(1/mc²) ψ†βαₖ(Kψ), whose real part need not vanish, because Kψ at a point is no longer a real number times ψ. The current gains the term (q/mc) Re ψ†βα(Kψ), and (3) is incomplete. With a local mean field that multiplies the unit matrix, (3) holds orbital by orbital. A spin-polarised mean field with a term βΣ·b is local too, but it adds a further term to (3).

Q: Does (3) return the non-relativistic current?

A: For a slow electron of positive energy the upper pair of components, u, dominates, and the lower pair is about σ·πu/(2mc). To leading order ψ†βψ becomes u†u, and

j ≈ (q/m) Re u†πu + c∇×[(qħ/2mc) u†σu],

which is the Pauli current. The matrix α links u to the lower pair, so P is of order (qħ/mc)(p/mc) times the density. If the state changes at a frequency ω, then ∂ₜP is of order ħω/mc² relative to a convection current qp/m. That is small for transitions between atomic levels of light atoms. It is not small when positive- and negative-energy components beat against each other, with ħω near 2mc².

The numerical output gives an example with an arbitrary spinor, not restricted to positive energy, in arbitrary potentials. In model units the x component is

−0.862094 + 2.386125 + 4.573291 = 6.097322,

for convection, spin curl and polarisation, and the sum equals the direct value from (1). Here polarisation is the largest part.

Q: I now see an A inside π. So the diamagnetic current is −(q²/mc)A ψ†βψ. But (1) does not depend on A at fixed ψ, and (3) is the same current. How can one side depend on A and the other not?

A: The polarisation current depends on A as well. At fixed instantaneous ψ, the Dirac equation makes ∂ₜψ contain −qα·Aψ/(iħ) = (iq/ħ)α·Aψ. Its contribution to ∂ₜP is

−(qħ/2mc) · 2 Re[ψ†iβαₖ (iq/ħ)αₗAₗψ] = (q²/mc) Aₗ Re ψ†βαₖαₗψ = (q²/mc) Aₖ ψ†βψ.

The ε part of αₖαₗ dropped out as before. This cancels the A term of the convection current, and the numerical test confirms the cancellation. For a state whose time dependence is unrestricted it is therefore arbitrary to single out the A term. When a positive-energy state changes slowly, ∂ₜP is of relative order ħω/mc², as estimated above, and the A term keeps its meaning to that accuracy.

Q: Then what gives it an exact meaning?

A: Stationarity. In a stationary state the time factor cancels in P, so ∂ₜP = 0 and the polarisation current no longer cancels the A term. The change of the state itself can still offset it, as the gauge argument below shows. Let a weak static A change a stationary state ψ₀ into ψ₀ + ψ₁, apart from a time factor. To first order in A, (3) gives

j₁ = j_d + (q/m) Re[ψ₀†βpψ₁ + ψ₁†βpψ₀] + c∇×M₁, (4)

j_d = −(q²/mc) A ψ₀†βψ₀, (5)

M₁ = (qħ/2mc) · 2 Re ψ₀†βΣψ₁.

Apart from A itself, the diamagnetic current (5) needs only the unperturbed state. No sum over states, of either sign of energy, has been used. The density in it is ψ₀†βψ₀, upper minus lower, and not the charge density ψ₀†ψ₀.

Q: Is (5) a physical current? A gauge transformation changes A.

A: It is not gauge invariant by itself. Under ψ → ψ exp(iqΛ/ħc) and A → A + ∇Λ, with static Λ, πψ acquires the same phase as ψ. Each of the three terms in (3) is therefore unchanged. But (5) changes by −(q²/mc)∇Λ ψ₀†βψ₀. The remainder makes up for it, since ψ₁ gains (iqΛ/ħc)ψ₀. When p acts on Λ, the convection response gains

(q/m)(iq/ħc)(−iħ∇Λ) ψ₀†βψ₀ = +(q²/mc) ∇Λ ψ₀†βψ₀.

The terms in which p acts on ψ₀ cancel in the real part, and M₁ gains 2 Re(i × real) = 0. In the arbitrary-spinor example the A term changes by up to 0.5516 in a component, while the Gordon parts change by no more than numerical noise. A statement about "the" diamagnetic current must therefore name its gauge. From here on A = ½B×r, with B along z and the origin at the nucleus.

Q: Show me that the current is diamagnetic in the ordinary sense.

A: The magnetic moment is (1/2c)∫r×j d³r. The z component of r×(B×r) = Br² − r(r·B) is Br²sin²θ, so j_d contributes the magnetizability

χ_d = −(e²/4mc²) ⟨βr²sin²θ⟩. (6)

This is negative whenever the average is positive. The other terms also have a simple moment. The convection part with p gives (q/2mc)⟨βL⟩, where L = r×p. For the spin part, integrate by parts:

½∫[r×(∇×M)]ᵢ d³r = ½∫(rₗ∂ᵢMₗ − rₗ∂ₗMᵢ) d³r = ½∫(−Mᵢ + 3Mᵢ) d³r = ∫Mᵢ d³r.

Together they are

m = −(e/2mc) ⟨β(L + ħΣ)⟩. (7)

Q: Test (7) on something before using it for a response.

A: Take the 1s level of a hydrogen-like ion with a point nucleus. Write ψ = (1/r)(Gχ, iFχ′), where χ is an s spinor and χ′ a p₁/₂ spinor. The radial equations are

ħc(G′ − G/r) = (E + mc² + Ze²/r) F,

ħc(F′ + F/r) = (mc² − E − Ze²/r) G.

Try G = g r^γ e^(−λr) and F = f r^γ e^(−λr), with α = e²/ħc now the fine-structure constant. The terms in 1/r give

(γ − 1)g = Zα f, (γ + 1)f = −Zα g,

so γ = √(1 − (Zα)²) and f/g = −Zα/(1 + γ). The remaining terms are −ħcλg = (E + mc²)f and −ħcλf = (mc² − E)g. They are satisfied by E = γmc² and λ = Z/a₀, where a₀ = ħ/(αmc). Since f²/g² = (1 − γ)/(1 + γ), the upper and lower weights are (1 + γ)/2 and (1 − γ)/2.

For m_j = ½ the upper part has L_z + ħΣ_z = ħ. The lower part has probability 1/3 for spin up with m_l = 0 and 2/3 for spin down with m_l = 1. That gives (2/3)ħ + (1/3 − 2/3)ħ = ħ/3. Hence

⟨β(L_z + ħΣ_z)⟩ = ħ[(1 + γ)/2 − (1 − γ)/6] = ħ(1 + 2γ)/3.

With m_z = −gμ_B m_j the g factor is g = 2(1 + 2γ)/3. For Z = 50, γ = 0.931059 and g = 1.908079. Evaluating the moment from the original current (1) gives the same number.

Q: Now the diamagnetic part for this level.

A: G² and F² have the same radial shape, and both spinors have an isotropic density. So ⟨sin²θ⟩ = 2/3, and β merely multiplies a radial average by (1 + γ)/2 − (1 − γ)/2 = γ. With radial density proportional to r^(2γ) e^(−2Zr/a₀),

⟨r²⟩ = (2γ + 1)(2γ + 2) a₀²/(4Z²).

Equation (6) becomes

χ_d = −(e²/6mc²) γ⟨r²⟩ = −(e²a₀²/mc²) γ(γ + 1)(2γ + 1)/(12Z²). (8)

For Zα → 0 the last fraction is 1/(2Z²), the non-relativistic value. In the unit e²a₀²/(Z²mc²), Z = 50 gives

−0.931059 × 1.931059 × 2.862118/12 = −0.428824.

Q: You have still not shown how this relates to the negative-energy account. Someone who uses (1) with a sum over states gets diamagnetism from those states. Are they wrong?

A: No. The perturbation is h = −qα·A = (eB/2)(r×α)_z. Using ψ₁ = Σₙ|n⟩⟨n|h|0⟩/(E₀ − Eₙ), without n = 0, in the moment of (1) gives

χ = −(e²/2) Σₙ |⟨n|(r×α)_z|0⟩|²/(E₀ − Eₙ). (9)

Positive-energy states above 1s have E₀ − Eₙ < 0 and contribute paramagnetically. Negative-energy states have E₀ − Eₙ ≈ 2mc². To leading order (r×α)_z takes the large upper part of ψ₀ into lower components, which belong to negative energies. The sum over them is then complete, and since (xα_y − yα_x)² = x² + y², it gives −(e²/4mc²)⟨r²sin²θ⟩. This is the leading form of (6). The two accounts sort the same total differently.

Q: So with (4) I can discard the negative-energy states altogether?

A: Not if you want relativistic accuracy. The remainder in (4) contains the full ψ₁, and its negative-energy part matters at relative order (Zα)². We can calculate that order for 1s. Let φ₀ be the non-relativistic spin-up 1s function, so that ψ₀ ≈ (φ₀, σ·pφ₀/2mc). The negative-energy part of ψ₁ has the lower component

w = (eB/4mc²)(r×σ)_z φ₀

and, for energies near −mc², the upper component −σ·pw/(2mc). Therefore

⟨ψ₀|β(L_z + ħΣ_z)|ψ₁⟩₋ = −(1/2mc) ⟨φ₀|(L_z + ħσ_z)σ·p + σ·p(L_z + ħσ_z)|w⟩.

J_z = L_z + ħσ_z/2 commutes with σ·p, and σ_zσ·p + σ·pσ_z = 2p_z. The operator in the bracket is 2J_zσ·p + ħp_z, and J_zφ₀ = (ħ/2)φ₀ turns it into ħ(σ·p + p_z). Since pφ₀ = iħ(Z/a₀)r̂φ₀, moving p to the left gives

(iħ²Z/2mca₀) ⟨φ₀|(σ_r + cosθ)|w⟩, σ_r = σ·r̂.

From r×σ = ir(σ_rσ − r̂) we have σ_r(r×σ)_z = ir(σ_z − σ_r cosθ). Its spin-up average is ir sin²θ, or (2i/3)r after averaging over angles. The cosθ term vanishes because (r×σ)_z flips the spin. With ⟨r⟩ = 3a₀/(2Z), the matrix element is

(iħ²Z/2mca₀)(eB/4mc²)(ia₀/Z) = −eħ²B/(8m²c³).

By (7), doubled for the two cross terms, the moment is +e²ħ²B/(8m³c⁴). Dividing by χ_dB ≈ −e²a₀²B/(2mc²Z²) gives −(Zα)²/4.

Q: What about positive-energy states in the remainder?

A: In the non-relativistic limit both h and the operator in (7) are proportional to L_z + ħσ_z, which takes 1s into itself. Matrix elements to other positive-energy states are therefore smaller by (Zα)² in each factor. Their product with the inverse energy gap is of order (Zα)⁴ relative to χ_d. Thus for 1s

χ/χ_d = 1 − (Zα)²/4 + higher orders. (10)

The spin response does not share in the quarter. Taken alone, ħΣ_z leads to the operator 2ħp_z, hence to the cosθ term that vanished. At this order the correction is all convection.

Q: Do numbers bear this out?

A: The numerical output comes from diagonalising the radial Dirac problem in the two channels that a uniform field couples to 1s, namely s₁/₂ and d₃/₂. At Z = 1 the coefficient in (10) is −0.2500, both from the total and from the negative-energy part of the remainder alone. For Z = 50, in the unit used above, the Gordon form gives

χ = −0.428824 + 0.015901 − 0.000050 = −0.412973

for the diamagnetic, convection-response and spin parts. The sum (9) gives

χ = 0.003925 − 0.416898 = −0.412973

for positive and negative energies. The totals agree, but the terms do not match one to one. The negative-energy part of (9) is 2.8 % smaller in magnitude than χ_d. The convection and spin responses together are 0.015851, of which 0.013739 comes from negative energies. Leaving these states out of ψ₁ would thus cost about 3 % of the total.

The correction relative to χ_d is −3.7 %, against −3.3 % from (10) with (Zα)² = 0.133128. At Z = 80 the values are −11.5 % and −8.5 %, so the leading term is no longer adequate. In ordinary units the total for Z = 50 is −1.30×10⁻³³ cm³ per electron. It also applies to each electron of a filled 1s shell if the interaction between the electrons is neglected. Nuclear size, recoil and radiative corrections are left out too.

Q: In NMR I want the field at the nucleus. What does (5) contribute there?

A: The Biot–Savart law gives the induced field at the origin as (1/c)∫r×j/r³ d³r. Insert j_d and write the z component as −σ_dB, which defines the diamagnetic shielding:

σ_d = (e²/2mc²) ⟨β sin²θ/r⟩.

When ψ₀†βψ₀ is isotropic, as it is for 1s, sin²θ averages to 2/3 and σ_d = (e²/3mc²) ⟨β/r⟩.

For 1s the radial density gives ⟨1/r⟩ = (2Z/a₀)/(2γ) = Z/(γa₀). The factor γ from β cancels the one in the denominator, so ⟨β/r⟩ = Z/a₀. With e²/(mc²a₀) = α²,

σ_d = Zα²/3 (11)

per electron. For a point nucleus with Zα < 1 this is the non-relativistic expression, without correction. The contraction of the orbital towards the nucleus raises ⟨1/r⟩, and the weight β removes precisely that increase.

For Z = 50, (11) gives 0.133128/(3 × 50), or 887.5 ppm. Using the charge density in (5) instead would give 953.2 ppm, larger by the factor 1/γ, or 7.4 %.

Q: So relativity leaves the shielding of a 1s electron unchanged?

A: That does not follow. Equation (11) is the diamagnetic part, in the gauge centred on the nucleus. The total shielding also needs the convection and spin responses in (4), evaluated at the nucleus, and those are not derived here. For a point nucleus they must be taken together. Each diverges by itself, with opposite signs, the part from r > ε growing as ε^(2γ−2), and only their sum is finite. The sum is not small. The total from the current (1), quoted without derivation and valid for γ > ½, is σ = (4Zα²/9)[3/(2γ − 1) − 2/γ − 1/3 + 1/(6(1 + γ))]. For Z = 50 this is 1283.6 ppm, 45 % above (11), and about 43 % above it for a nucleus of radius 6 fm. Their size cannot be read off from the magnetizability, because the field at the nucleus gives far more weight to small r, where relativistic effects are strongest. What (5) provides is a part of the response that can be computed from the occupied state, with a density and a gauge that are both specified.

Calculated quantities

```
Arbitrary spinor, x component, model units:
  direct current    6.097322
  convection       -0.862094
  spin curl         2.386125
  polarisation      4.573291
  explicit A term   0.472254
  largest mismatch of the identity 5.8e-11
  gauge change of the Gordon parts 5.5e-12
  gauge change of the A term       0.5516
chi per electron, unit e^2 a0^2/(Z^2 m c^2):
 Z=1: gamma 0.999973, (Z alpha)^2 0.000053
  alpha form: E>0 0.000000, E<0 -0.499965, total -0.499964
  Gordon: dia -0.499971, convection 0.000007, spin -0.000000
  E<0 part of convection+spin 0.000007, mismatch 3.9e-15
 Z=20: gamma 0.989292, (Z alpha)^2 0.021301
  alpha form: E>0 0.000123, E<0 -0.485966, total -0.485843
  Gordon: dia -0.488486, convection 0.002644, spin -0.000001
  E<0 part of convection+spin 0.002580, mismatch 4.1e-13
 Z=50: gamma 0.931059, (Z alpha)^2 0.133128
  alpha form: E>0 0.003925, E<0 -0.416898, total -0.412973
  Gordon: dia -0.428824, convection 0.015901, spin -0.000050
  E<0 part of convection+spin 0.013739, mismatch 2.8e-11
 Z=80: gamma 0.811906, (Z alpha)^2 0.340809
  alpha form: E>0 0.020085, E<0 -0.304645, total -0.284560
  Gordon: dia -0.321657, convection 0.037421, spin -0.000324
  E<0 part of convection+spin 0.025678, mismatch 5.8e-10
Z=1: (chi/chi_dia - 1)/(Z alpha)^2 = -0.2500
Z=1: E<0 remainder/chi_dia/(Z alpha)^2 = -0.2500
Z=50: g factor, alpha current 1.908079, Gordon 1.908079
Z=50: <beta/r> = 50.000000 1/a0
Z=50: diamagnetic shielding 887.523 ppm per electron
Z=50: same with charge density 953.239 ppm per electron
Z=50: total chi = -1.3035e-33 cm^3 per electron
```
